Misorientation After Two Silicon Twinnings on Different {111} Planes

**Problem**

A silicon crystal growing from its melt forms a twin on a {111} facet. The twinned crystal later twins again, on a {111} plane that is not parallel to the first. Take (111) for the first twin plane and (11−1) for the second, the second set of indices being referred to the once-twinned crystal. Label the cube axes of each twin by turning those of the crystal it came from through 180° about the twin-plane normal; the indices here and in (d) refer to axes labelled in this way.

(a) Find the rotation that relates the twice-twinned grain to the parent.

(b) Many rotations describe the same pair of orientations, because the crystal is cubic. Find the one with the smallest angle, and its axis.

(c) Find the fraction of lattice sites that the two crystals share when their lattices, extended through all space, have one site in common.

(d) The two grains meet on a plane that is (221) in the twice-twinned grain. Find its repeat cell.

The lattice is taken as perfect, cubic and unstrained. Only orientation is asked for in (a) to (c); the boundary plane and any small shift between the grains are separate freedoms.

**First estimate by scaling**

Twinning on a {111} plane can be described as a half-turn about the plane normal. Let two such normals enclose the angle α. Within the plane containing both normals, a half-turn about either one acts as a reflection across that line. Two reflections across lines at angle α make a rotation by 2α. The direction perpendicular to both normals is reversed twice, so it is unchanged and is the rotation axis.

For cube diagonals this axis is a face diagonal, since (1,1,−1) × (1,1,1) = (2,−2,0). A half-turn about a face diagonal brings silicon back to the same orientation, as shown below. It can therefore be removed from the rotation, which leaves

θ = |180° − 2α|.

To estimate α without using the cube in detail, note that the four plane normals give eight directions, ±n, spread over a sphere of solid angle 4π. Each has a share 4π/8 = π/2. Taking the spacing as the square root of this share, with an assumed prefactor of one,

α ≈ √(π/2) = 1.25 rad = 71.8°,

θ ≈ 180° − 143.6° = 36.4°.

The shared sites can be estimated from the stacking. The layers parallel to a twin plane follow the sequence ABCABC on one side and, if continued through the other crystal, ACBACB. Every third layer agrees, so one twinning keeps one site in three. If two twinnings select sites independently, one site in nine remains.

**Exact solution: the twin operation**

Let n be a unit normal and v any vector. A half-turn about n keeps the part of v along n and reverses the rest:

v → (n·v)n − [v − (n·v)n] = 2(n·v)n − v.

As a matrix acting on column vectors this is

R(n) = 2nnᵀ − 1.

It is symmetric and its square is the identity. Its sign convention for n does not matter, because nnᵀ is unchanged by n → −n.

Two other descriptions of the twin give the same orientation. Reflection in the plane is 1 − 2nnᵀ = −R(n), which differs from the half-turn by an inversion. Inversion through the midpoint of a bond is a symmetry of the diamond structure. A 60° turn about n differs from the half-turn by 120°, and a 120° turn about a cube diagonal is also a symmetry. The 60° turn labels the axes of the twin differently, however. With 60° turns the product found in (a) would have an angle of 67.11° or 96.38°, and the indices (221) would name another plane, with a cell three times larger. The smallest angle and the shared fraction do not depend on the labelling. The half-turn is used throughout.

**Order of the two operations**

Let a vector have components x in the axes of the twice-twinned grain. In the axes of the once-twinned crystal its components are R(n2)x, because n2 is indexed there. In the parent axes they are R(n1)R(n2)x. Hence

M = R(n1)R(n2).

The parent frame gives the same answer. Seen from there, the second twin axis is R(n1)n2, and

R(R(n1)n2) = 2R(n1)n2n2ᵀR(n1) − 1 = R(n1)R(n2)R(n1),

where R(n1)R(n1) = 1 was used for the last term. Applying this after the first twinning means multiplying by R(n1) on the right, which gives R(n1)R(n2) again.

**The matrix, its angle and its axis**

With n1 = (1,1,1)/√3 and n2 = (1,1,−1)/√3, the half-turns are

3R(n1) = [ −1 2 2 ; 2 −1 2 ; 2 2 −1 ],

3R(n2) = [ −1 2 −2 ; 2 −1 −2 ; −2 −2 −1 ],

with rows separated by semicolons. Multiplying rows by columns, the first row of 9M is

(−1)(−1) + 2·2 + 2(−2) = 1,
(−1)2 + 2(−1) + 2(−2) = −8,
(−1)(−2) + 2(−2) + 2(−1) = −4.

The second row is

2(−1) + (−1)2 + 2(−2) = −8,
2·2 + (−1)(−1) + 2(−2) = 1,
2(−2) + (−1)(−2) + 2(−1) = −4,

and the third is

2(−1) + 2·2 + (−1)(−2) = 4,
2·2 + 2(−1) + (−1)(−2) = 4,
2(−2) + 2(−2) + (−1)(−1) = −7.

Thus

9M = [ 1 −8 −4 ; −8 1 −4 ; 4 4 −7 ].

A rotation by φ has trace 1 + 2cos φ, as is seen by taking one coordinate axis along the rotation axis. Here the trace is (1 + 1 − 7)/9 = −5/9, so

cos φ = (−5/9 − 1)/2 = −7/9,  φ = 141.06°.

This agrees with the reflection argument: cos α = n1·n2 = 1/3 gives α = 70.53°, and cos 2α = 2/9 − 1 = −7/9.

For a rotation about the unit vector a, the antisymmetric part of the matrix gives

(M₃₂ − M₂₃, M₁₃ − M₃₁, M₂₁ − M₁₂) = 2 sin φ a.

The left side is (8,−8,0)/9. With sin φ positive, the axis is [1 −1 0]. This answers (a).

**Removing a crystal symmetry**

Let C be the half-turn about [1 −1 0]. From 2aaᵀ − 1 with a = (1,−1,0)/√2,

C = [ 0 −1 0 ; −1 0 0 ; 0 0 −1 ].

To see that C is a symmetry of silicon, measure positions in units of a/4, where a is now the cubic lattice parameter. The atoms lie at the fcc sites f and at f + (1,1,1). The matrix C carries fcc sites to fcc sites and takes (1,1,1) to (−1,−1,−1). Follow it by the shift (1,1,1):

f → Cf + (1,1,1),
f + (1,1,1) → Cf.

The two sublattices exchange places and the structure is restored. The shift does not affect orientation, so M and D = CM describe the same two orientations, with the parent axes relabelled.

Multiplication by C on the left replaces row 1 by minus row 2, row 2 by minus row 1, and row 3 by its negative:

9D = [ 8 −1 4 ; −1 8 4 ; −4 −4 7 ].

Its trace is 23/9, so

cos θ = (23/9 − 1)/2 = 7/9,  θ = 38.94°.

The antisymmetric part gives (−8,8,0)/9, so the axis is [−1 1 0], a member of the <110> family. The reversed sense has a simple origin: 141.06° + 180° = 321.06° about [1 −1 0] is 38.94° about the opposite direction.

**Why no smaller angle exists**

Relabelling the axes of both crystals turns M into SMT, where S and T are proper cubic rotations. The trace satisfies

tr(SMT) = tr(TSM),

and TS is again a cubic rotation. It is therefore enough to consider tr(SM). Each S is a signed permutation matrix: it has one entry ±1 in every row and column. The trace of SM then takes one entry of M from each row, with a sign. The largest magnitudes in the three rows are 8/9, 8/9 and 7/9, so

tr(SM) ≤ (8 + 8 + 7)/9 = 23/9.

D reaches this value, and a larger trace would be needed for a smaller angle. Exchanging the two grains replaces M by its transpose, which leaves the angle unchanged. This completes (b).

The largest entry in each row is unique, so C is the one choice of S that reaches the bound. The next smallest angle is 67.11°. This matters for zincblende crystals, whose two sublattices hold different species. There C exchanges the species and is not a symmetry. For two half-turn twinnings, a description that respects the species has an angle of at least 67.11°, although the lattice without its atoms still has the 38.94° description.

**Other pairs of planes**

The result does not depend on which two different {111} planes are chosen. The half-turn C leaves the diagonal lines [111] and [11−1] in place and exchanges the other two. The other <110> half-turns likewise exchange one pair of diagonals each. Repeated exchanges produce every permutation of the four diagonals, so a cubic rotation S can carry any ordered pair to any other. Since SR(n)Sᵀ = R(Sn), the new misorientation is SMSᵀ, which is equivalent to M.

If the two planes are the same, R(n)R(n) = 1 and the parent orientation returns. This is the case α = 0. The formula |180° − 2α| then gives 180°. Taken about a face diagonal lying in the twin plane, this half-turn is a crystal symmetry, so the orientation is the same.

The result also applies to two twins that grow from one parent on different {111} planes and later touch. Their relative rotation is R(n1)ᵀR(n2) = R(n1)R(n2) = M. Neither grain has twinned twice, but the boundary between them has the misorientation found here.

**Counting the shared sites**

Use coordinates in units of a/2. The fcc lattice then consists of integer triples (x,y,z) with even sum. A site is shared if its image under M is also such a triple. Integer images require three numbers to be divisible by 9:

x − 8y − 4z,
−8x + y − 4z,
4x + 4y − 7z.

Modulo 9, −8 equals 1, so the first two both equal q = x + y − 4z. The third equals 4q, because 4q = 4x + 4y − 16z and −16 differs from −7 by 9. All three conditions therefore reduce to

x + y − 4z ≡ 0 (mod 9).

The image must also have an even sum s. Adding the three expressions gives

9s = −3x − 3y − 15z = −3(x + y + z) − 12z.

The right side is even for every fcc site, so s is even and no further condition arises.

The remainder of q modulo 9 divides the fcc lattice into classes. The site (2,0,0) has remainder 2, and its multiples run through all nine remainders. Adding a fixed lattice vector carries one class onto another, so the classes are equally dense. One site in nine is shared. This is the meaning of the label Σ9, and it answers (c). In a box of 2916 fcc sites, a direct count finds 324 shared sites, and 2916/324 = 9.

**The repeat cell of the {221} boundary**

The normal (2,2,1) of the twice-twinned grain becomes, in parent axes,

M(2,2,1)ᵀ = (2 − 16 − 4, −16 + 2 − 4, 8 + 8 − 7)ᵀ/9 = (−2,−2,1)ᵀ.

Both grains thus present a {221} plane. The two lattices are also mirror images in it: reversing the sign of the third column of M, which is the lattice mirror z → −z of the grain, gives [ 1 −8 4 ; −8 1 4 ; 4 4 7 ]/9, and this is 1 − 2nnᵀ for n = (−2,−2,1)/3. A {221} plane on both sides is not enough for this. The normal (1,−2,2) goes to (1,−2,−2), but in that plane x = 2y − 2z and q = 3(y − 2z), so only one site in three is shared. Misorientation alone does not select the boundary plane.

Lattice sites in the plane through the origin satisfy z = −2(x + y). For them q = x + y + 8(x + y) = 9(x + y), so every one is shared. Their sum x + y + z = −(x + y) must be even, so x + y is even. All such sites are integer combinations of

u = (−1,1,0),  w = (−1,−1,4).

Indeed, pu + mw has x = −p − m, y = p − m and z = 4m, which gives p = (y − x)/2 and m = −(x + y)/2, both integers. The vectors are perpendicular, with lengths √2 and √18 in units of a/2. For a = 0.5431 nm,

|u| = √2 a/2 = 0.3840 nm,
|w| = √18 a/2 = 1.152 nm = 11.52 angstrom,
area = |u||w| = 0.442 nm².

The short repeat lies along the rotation axis. This cell, the answer to (d), is that of the ideal lattice geometry; relaxation of the atoms at a real boundary is not treated here.

**Comparison of estimate and solution**

The estimated normal spacing, 71.8°, is 1.3° above the exact 70.53°, an error of 1.8 percent of the exact value. The misorientation contains 2α, so the error doubles to about 2.6°. Measured against 38.94°, the estimate of 36.4° is low by about 7 percent.

This closeness depends on the assumed prefactor. If each direction is instead given a circular cap of solid angle π/2 on the sphere, the cap radius ψ obeys 2π(1 − cos ψ) = π/2. Then cos ψ = 3/4 and ψ = 41.4°. Taking the spacing as 2ψ = 82.8° gives θ = 14.4°. The form of the answer, a difference between 180° and twice a spacing, comes from the reflection argument. Scaling supplies only the spacing, and not accurately enough to fix that difference reliably.

The estimate of one shared site in nine is exact for different planes. Its assumption of independence fails when the same plane is used twice, for then all sites are shared.

**Melt-grown silicon**

Consider a 10 mm grain in directional solidification. The values that follow are rough. A real grain breaks the assumption of an undistorted lattice in several ways.

A linear temperature field with gradient G = 1 K/mm and expansion coefficient β = 4 × 10⁻⁶ /K bends the lattice. With k = βG, the displacement (kxy, k(y² − x² − z²)/2, kyz) has equal normal strains ky and no shear, as free thermal expansion requires. Its rotation about z is

½(∂u_y/∂x − ∂u_x/∂y) = ½(−kx − kx) = −kx.

Over L = 10 mm this amounts to βGL = 4 × 10⁻⁵ rad, or 0.0023°. Two grains in the same field turn together at their boundary, so this affects a comparison between distant points and not the local misorientation.

Stress can be treated as elastic only in the cooled crystal, where dislocations hardly move; near the melting point silicon flows plastically under the stress assumed here. In the cooled crystal a uniaxial stress of 10 MPa, with silicon treated as isotropic and given its <100> constants, which make the turn found below largest (Young modulus 130 GPa), gives a strain ε = 7.7 × 10⁻⁵. Lengths along the stress are multiplied by 1 + ε and lengths across it by 1 − νε. For a lattice line at angle φ to the stress, tan φ is therefore multiplied by (1 − νε)/(1 + ε) ≈ 1 − (1 + ν)ε. Since a small change dφ alters tan φ by dφ/cos² φ, the line turns towards the stress by (1 + ν)ε sin φ cos φ to first order. The maximum, at 45°, is (1 + ν)ε/2 = 0.0028° for Poisson ratio ν = 0.28. Lines in two grains that turn in opposite senses would differ by at most twice this.

Dislocations can matter more. In a slab of length L and height h, let N = ρLh edge dislocations of one sign, spread evenly over the height, each end an extra half-plane of thickness b. One face becomes longer than the other by Nb, so the slab bends by Nb/h = ρbL. For ρ = 10⁵ cm⁻² = 10⁻⁹ nm⁻² and b = 0.384 nm,

ρbL = 10⁻⁹ × 0.384 × 10⁷ = 3.8 × 10⁻³ rad = 0.22°.

Having all dislocations of one sign is an extreme assumption; opposite signs cancel in the bend. The tilt is proportional to the excess density, and ten times as many would give 2.2°.

The two bends build up across a grain and need not appear in the misorientation at the boundary. Even if all three angles are counted there in full, they add to about 0.23°, or 0.6 percent of 38.94°. The customary Brandon tolerance for calling a boundary Σ9 is 15°/√9 = 5°. It is a convention, but it shows that these distortions would not change the label for the chosen values. Uniform heating from room temperature to the melting point lengthens the repeats by about 0.6 percent. It leaves the angle unchanged, because an equal stretch in all directions commutes with every rotation.

The values used here are collected in the numerical output.

Table of computed values

```
GEOMETRY
angle between twin normals: 70.5288 deg
angle of M: 141.0576 deg
axis of M: [ 1. -1.  0.]
9 M: [[1, -8, -4], [-8, 1, -4], [4, 4, -7]]
C: [[0, -1, 0], [-1, 0, 0], [0, 0, -1]]
9 D: [[8, -1, 4], [-1, 8, 4], [-4, -4, 7]]
trace of M: -0.555556
trace of D: 2.555556
angle of D: 38.9424 deg
axis of D: [-1.  1.  0.]
smallest equivalent angle: 38.9424 deg
next equivalent angle: 67.1146 deg
ordered plane pairs checked: 12
cubic rotations kept by diamond: 24
cubic rotations kept by zincblende: 12
Sigma after one twinning: 3
fcc sites counted: 2916
coincident sites counted: 324
Sigma after two twinnings: 9
BOUNDARY CELL IN SILICON
lattice parameter: 0.5431 nm
boundary plane in grain: [2, 2, 1]
same plane in parent: [-2, -2, 1]
short repeat, units a/2: [-1, 1, 0]
long repeat, units a/2: [-1, -1, 4]
short repeat: 0.3840 nm
long repeat: 1.1521 nm = 11.521 angstrom
cell area: 0.4424 nm^2
ROUGH INPUTS
grain length: 10 mm
temperature gradient: 1 K/mm
thermal expansion: 4.0e-06 1/K
stress: 10 MPa
Young modulus: 130 GPa
Poisson ratio: 0.28
excess dislocations: 1e+05 cm^-2
melting, room temperature: 1690, 295 K
NEGLECTED EFFECTS
Burgers vector length: 0.3840 nm
uniaxial strain: 7.69e-05
thermal bending: 0.0023 deg
line turn under stress: 0.0028 deg
excess-dislocation tilt: 0.220 deg
sum of these angles: 0.225 deg
length change up to melting: 0.56 percent
Brandon tolerance: 5.00 deg
```
